\section*{Ionised acceptor incorporation: from linear to square-root dependence on dopant activity, part 2}

A semiconductor is in equilibrium with a source that imposes the chemical potential $\mu$ of an acceptor dopant, and hence its activity $a=\exp[(\mu-\mu_{\rm ref})/kT]$. The question is how the density $C$ of ionised acceptors, of charge $-1$, depends on $a$. The local exponent is $s=d\ln C/d\ln a$.

Assumption (i) is that the acceptors are dilute: they occupy a small fraction of the available sites and influence one another through the common Fermi level alone.

Energies are in eV from the valence-band edge, densities in cm$^{-3}$, and masses in free-electron masses. The Fermi level is $E_F$ and the gap is $E_g$. The neutral acceptor density is $C_0$, the site density $N_s$, the neutral formation energy at $a=1$ is $E_0$, the acceptor level $\varepsilon$, and the ratio of neutral to ionised degeneracy $g$. The site statistics are
\begin{equation}
C=\frac{N_s w_-}{1+w_0+w_-},\qquad
C_0=\frac{N_s w_0}{1+w_0+w_-},
\label{eq:sites}
\end{equation}
\begin{equation}
w_0=g\,a\,e^{-E_0/kT},\qquad
w_-=a\,e^{-(E_0+\varepsilon-E_F)/kT}.
\label{eq:weights}
\end{equation}
In the dilute limit the denominator is 1. Non-degenerate holes and electrons have densities
\begin{equation}
p=N_v e^{-E_F/kT},\qquad n=N_c e^{-(E_g-E_F)/kT},
\label{eq:carriers}
\end{equation}
with $np=n_i^2$. At the intrinsic Fermi level, $n=p=n_i$. The doping strength $\alpha\propto a$ satisfies
\begin{equation}
Cp=\alpha n_i^2=N_sN_v a e^{-(E_0+\varepsilon)/kT},
\label{eq:recallmass}
\end{equation}
and neutrality without other charged species gives the ideal law, marked by bars:
\begin{equation}
\bar C=\frac{n_i\alpha}{\sqrt{1+\alpha}},\qquad
\bar p=n_i\sqrt{1+\alpha}.
\label{eq:recall}
\end{equation}
It is linear in $a$ for $\alpha\ll1$ and follows $\sqrt a$ for $\alpha\gg1$. At the crossover, $\alpha=1$ and $s=3/4$.

The example has $T=1000$ K, $kT=0.086173$ eV, $E_g=1.5$ eV, hole mass $m_h=1$, electron mass 0.5, $N_s=4\times10^{22}$, $E_0=0.8$ eV, $\varepsilon=0.05$ eV, $g=4$, $N_v=1.527\times10^{20}$, $N_c=5.399\times10^{19}$, $n_i=1.508\times10^{16}$ and $\alpha=1.398\times10^6a$. The reference solution keeps Fermi--Dirac occupation and the full site statistics, and solves neutrality numerically for $E_F$. For the finite system in the numerical output, of volume $V$, the intrinsic pair parameter is $Vn_i$.

\subsection{The upper end of the square-root regime}

The square-root law is an intermediate law. Its lower limit is set by intrinsic carriers. In the present model of non-interacting charges, its upper limit is set by hole degeneracy and the filling of sites. In a real crystal the Coulomb interaction, excluded by assumption (i), matters earlier. Screening lowers the energy of each hole and ion, and the Debye--H\"uckel estimate is $C/\bar C-1\simeq\kappa_D\ell_B/2$, where $\ell_B=e^2/(4\pi\epsilon_0\epsilon_r kT)$ and $\kappa_D^2=4\pi\ell_B(p+C)$. This correction is positive and grows as $\sqrt{C}$. A hydrogenic acceptor with $m_h=1$ and $\varepsilon=0.05$ eV implies $\epsilon_r\simeq16.5$. The estimate is then about $0.06$ at $a=10^{-3}$, where the correction derived below is only $-0.0007$. Proposition 3 therefore describes the non-interacting model, not the leading deviation in a real semiconductor. The solubility limit of the dopant may also bound the attainable range of $a$.

\paragraph{Proposition 3.} Let $\theta=(C+C_0)/N_s$ be the fraction of sites occupied by dopant. For $\alpha\gg1$, to first order in $\bar p/N_v$ and $\theta$,
\begin{equation}
\frac{C}{\bar C}-1=-\frac{\bar p}{2^{5/2}N_v}-\frac{\theta}{2}.
\label{eq:correction}
\end{equation}

\paragraph{Proof.} Put $u=e^{-E_F/kT}$ and $t=x/kT$, where $x$ is the depth below the valence-band edge. The hole occupation expands as
\begin{equation}
\frac{1}{u^{-1}e^t+1}=ue^{-t}-u^2e^{-2t}+\cdots .
\end{equation}
Replacing $e^{-t}$ by $e^{-2t}$ in the integral over $\sqrt t$ multiplies it by $2^{-3/2}$, as the substitution $t'=2t$ shows. Therefore
\begin{equation}
p=N_v\left(u-\frac{u^2}{2^{3/2}}+\cdots\right).
\label{eq:degenerate}
\end{equation}
Let $z=N_vu$ be the hole density that the non-degenerate formula would assign to this Fermi level. The electrons are a small, non-degenerate minority, with $n=n_i^2/z$.

The sum of the site probabilities is 1, so the denominator in the site statistics equals $1/(1-\theta)$. It reduces the dilute ion density by the factor $1-\theta$, and
\begin{equation}
C=\frac{\alpha n_i^2}{z}(1-\theta).
\label{eq:siteblocked}
\end{equation}
Insert these expressions in $p=n+C$ and multiply by $z$:
\begin{equation}
z^2\left(1-\frac{z}{2^{3/2}N_v}\right)
=n_i^2\left[1+\alpha(1-\theta)\right].
\end{equation}
Write $z=\bar p(1+\delta_z)$, divide by $\bar p^2=n_i^2(1+\alpha)$, and keep first-order terms:
\begin{equation}
2\delta_z-\frac{\bar p}{2^{3/2}N_v}
=-\frac{\alpha\theta}{1+\alpha}\simeq-\theta.
\end{equation}
Thus $\delta_z=\bar p/(2^{5/2}N_v)-\theta/2$. Equation \eqref{eq:siteblocked} gives $C/\bar C=1-\theta-\delta_z$ to the same order, which is \eqref{eq:correction}. $\square$

In a degenerate band, Pauli exclusion forces the Fermi level lower for a given hole density. The acceptor's electron then costs more, and fewer ions form. Site filling acts directly by leaving fewer sites. Half of its effect is offset because a smaller ion density allows a higher Fermi level.

At $a=1$, $\bar p=1.783\times10^{19}$ cm$^{-3}$ and $\theta=3.232\times10^{19}/(4\times10^{22})=8.1\times10^{-4}$. Hence
\begin{equation}
\frac{C}{\bar C}-1\simeq
-\frac{0.1167}{5.657}-0.0004=-0.0210.
\end{equation}
The reference value is $-0.0204$. Their difference is well below $(\bar p/N_v)^2=0.014$, the scale of the omitted quadratic terms.

The degeneracy correction grows with $a$, so in the non-interacting model the exponent falls below $1/2$; Coulomb screening acts in the opposite direction. Far into the degenerate regime, let $\eta=-E_F/kT\gg1$. The filled range of hole energies then gives $p\propto\eta^{3/2}$. If sites remain plentiful and $p\simeq C$, \eqref{eq:siteblocked} gives $d\ln C=d\ln a-d\eta$, while $d\ln C=3\,d\eta/(2\eta)$. Eliminating $d\eta$ yields
\begin{equation}
\frac{d\ln C}{d\ln a}=\frac{3}{3+2\eta}.
\end{equation}
The example does not reach this limit: neutral acceptors fill its sites first, and $\eta$ levels off near 2.4 while the exponent falls to zero. The limit also assumes rigid bands and isolated acceptors. Band-gap narrowing and dopant interactions may alter it, and the reference solution leaves both out.

\subsection{Neutral acceptors and total dopant}

\paragraph{Proposition 4.} In the dilute, non-degenerate regime, the neutral acceptor density is linear in $a$ and satisfies
\begin{equation}
\frac{C_0}{C}=g\,\frac{p}{N_v}\,e^{\varepsilon/kT}.
\label{eq:neutralratio}
\end{equation}

\paragraph{Proof.} The weight of a neutral acceptor contains no Fermi level, so $C_0=gN_sae^{-E_0/kT}$. Division by $C=N_sae^{-(E_0+\varepsilon-E_F)/kT}$ gives $C_0/C=g e^{(\varepsilon-E_F)/kT}$. Substituting $e^{-E_F/kT}=p/N_v$ gives \eqref{eq:neutralratio}. $\square$

Neutral acceptors carry no charge and do not enter the neutrality condition. At imposed $\mu$ they do not reduce the ion density, apart from their small effect on site filling. They do change the total dopant density. Its local exponent is the weighted mean
\begin{equation}
s_{\rm tot}=\frac{C s+C_0s_0}{C+C_0},
\label{eq:totalslope}
\end{equation}
where $s$ and $s_0$ are the exponents of $C$ and $C_0$. This follows from differentiating $C+C_0$ and dividing by it. As the neutral fraction grows, the total turns back towards linear dependence.

In the example, $C=1.746\times10^{19}$ and $C_0=1.486\times10^{19}$ cm$^{-3}$ at $a=1$. With $s=0.4898$ and $s_0=0.9994$, \eqref{eq:totalslope} gives $s_{\rm tot}=0.724$. This is close to the value $0.75$ at the lower crossover, but the cause is different: here nearly half of the dopant is neutral. A measurement of total dopant alone could not distinguish the two cases from one local exponent. The hole density could, since it lies near $n_i$ in the first case and far above it in the second. The values at $a=1$ illustrate the formulas only. For a hydrogenic acceptor with these parameters the Bohr radius is about 0.87 nm, and the total density $3.2\times10^{19}$ cm$^{-3}$ already exceeds the Mott density $(0.26/a_B)^3\simeq2.6\times10^{19}$ cm$^{-3}$, near which isolated bound acceptors cease to exist.

\subsection{Frozen donors produce a plateau}

Suppose the crystal also contains a density $N_d$ of immobile, fully ionised donors. Let $d=N_d/n_i$ and $y=p/n_i$.

\paragraph{Proposition 5.} For non-degenerate carriers and dilute acceptors,
\begin{equation}
C=\frac{n_i\alpha}{y},\qquad
y=\frac{2(1+\alpha)}{d+\sqrt{d^2+4(1+\alpha)}}.
\label{eq:frozen}
\end{equation}

\paragraph{Proof.} Neutrality is $p+N_d=n+C$. Divide by $n_i$, using $n/n_i=1/y$ and $C/n_i=\alpha/y$:
\begin{equation}
y+d=\frac{1+\alpha}{y}.
\end{equation}
Multiplication by $y$ gives $y^2+dy-(1+\alpha)=0$. Its positive root is $y=[-d+\sqrt{d^2+4(1+\alpha)}]/2$. Multiplying numerator and denominator by $d+\sqrt{d^2+4(1+\alpha)}$ gives \eqref{eq:frozen}. $\square$

To see the regimes when $d\gg1$, set $q=(1+\alpha)/d^2$ and write
\begin{equation}
C=N_d\frac{\alpha}{1+\alpha}R,\qquad
R=\frac{1+\sqrt{1+4q}}{2}.
\label{eq:plateau}
\end{equation}
If $\alpha\ll1$, then $R\simeq1$ and $C\simeq N_d\alpha$. The dependence is linear, with a coefficient $d$ times that of the donor-free crystal, because the donors raise the Fermi level. If $1\ll\alpha\ll d^2$, then $C\simeq N_d$: the acceptors compensate the donors and further uptake is slow. If $\alpha\gg d^2$, then $R\simeq\sqrt q$ and $C\simeq n_i\sqrt\alpha$. The square root returns once the acceptors greatly outnumber the frozen donors, provided that the holes are still non-degenerate and the acceptors still dilute.

The local exponent follows from $R^2-R=q$. Differentiation gives $(2R-1)dR=dq$. Also $d\ln q/d\ln a=\alpha/(1+\alpha)$, so
\begin{equation}
s=\frac{1}{1+\alpha}+\frac{\alpha}{1+\alpha}
\frac{q}{R(2R-1)}.
\label{eq:frozenslope}
\end{equation}

Take $N_d=10^{18}$ cm$^{-3}$, so that $d=66.33$. At $a=10^{-4}$, $\alpha=139.8$, $q=0.0320$ and $R=1.0310$. The two terms in \eqref{eq:frozenslope} are 0.0071 and 0.0290, and their sum is 0.036. The reference solution gives the same exponent to this precision, with $C=1.024\times10^{18}$ cm$^{-3}$. At $a=10^{-1}$ the exponent has risen to 0.453. Since $q=R^2-R$, the last factor in \eqref{eq:frozenslope} is $(R-1)/(2R-1)<1/2$, so beyond the plateau the ideal exponent approaches $1/2$ from below. With hole degeneracy and site filling included, it passes through a maximum of about 0.48 near $a=1$ and then falls.

At $a=10^{-9}$ the reference density, $1.406\times10^{15}$ cm$^{-3}$, exceeds the closed form by about 0.6\%. Here electrons are the majority, with $n\simeq N_d$. Inverting the electron analogue of \eqref{eq:degenerate} raises $e^{E_F/kT}$, and therefore $C$, by the relative amount $N_d/(2^{3/2}N_c)=0.0065$. This accounts for the difference.

\subsection{Donors that equilibrate with the Fermi level}

Donors that can form and disappear behave differently from frozen ones. A singly charged donor releases an electron to the reservoir at $E_F$, so its dilute equilibrium density is proportional to $e^{-E_F/kT}$, and hence to $p$. Write it as $D=n_i\delta y$, where $\delta$ is the donor density at the intrinsic Fermi level divided by $n_i$.

\paragraph{Proposition 6.} If $\delta$ does not depend on $a$,
\begin{equation}
C=n_i\alpha\sqrt{\frac{1+\delta}{1+\alpha}}.
\label{eq:mobile}
\end{equation}

\paragraph{Proof.} Neutrality is $p+D=n+C$, or
\begin{equation}
(1+\delta)y=\frac{1+\alpha}{y}.
\end{equation}
Thus $y=\sqrt{(1+\alpha)/(1+\delta)}$, and $C=n_i\alpha/y$ gives \eqref{eq:mobile}. $\square$

The donors raise $C$ by the factor $\sqrt{1+\delta}$ but leave its dependence on $a$ unchanged. They respond to the Fermi level in the same proportion as holes and therefore act as additional positive carriers.

\paragraph{Remark 3 (compensation by the same dopant).} The condition on $\delta$ matters. If the donor is the same dopant on another type of site, its density is also proportional to the activity, and $\delta=\kappa\alpha$ with constant $\kappa$. When both $\alpha$ and $\kappa\alpha$ are large, $y\to1/\sqrt\kappa$. The Fermi level no longer moves, and \eqref{eq:mobile} becomes $C\simeq n_i\sqrt\kappa\,\alpha$. Linear dependence returns even for the ionised acceptors.

\paragraph{Proposition 7 (other charges).} Let ionised acceptors have charge $-z$, and let the dominant positive species have charge $+m$ and an intrinsic-level density independent of $a$. In the dilute, non-degenerate limit of high doping,
\begin{equation}
C\propto a^{m/(m+z)}.
\label{eq:general}
\end{equation}

\paragraph{Proof.} Forming an acceptor of charge $-z$ takes $z$ electrons from the reservoir, so $C=n_i\alpha_z y^{-z}$ with $\alpha_z\propto a$. Forming the positive species releases $m$ electrons, so its density is proportional to $y^m$. At high doping these two species dominate the charge balance:
\begin{equation}
K y^m=z\alpha_z y^{-z},
\end{equation}
where $K$ does not depend on $a$. Hence $y\propto a^{1/(m+z)}$ and $C\propto a\,a^{-z/(m+z)}$, which is \eqref{eq:general}. $\square$

Holes correspond to $m=1$. With $z=1$ the exponent is $1/2$; doubly charged acceptors balanced by holes give $1/3$. The proposition admits one acceptor charge state only. A real double acceptor also has a singly charged state, whose density relative to the doubly charged one grows in proportion to $p$. The exponent $1/3$ holds only while that state carries little of the negative charge. Once it dominates, its own exponent is $1/2$ and that of the doubly charged state tends to zero. Singly charged acceptors balanced by doubly charged donors give $2/3$. Numerical solution of the full ideal neutrality equation at $\alpha_z=10^{12}$ gives 0.33333 and 0.66663 for the last two cases. So large a value of $\alpha_z$ serves to isolate the asymptotic exponent and does not represent an attainable doping level in the example.

An exponent of $1/2$ is therefore compatible with \eqref{eq:recall}, but does not by itself establish that holes are the compensating charge. Equation \eqref{eq:mobile} has the same exponent even when equilibrated donors carry most of the positive charge. A separate measurement of the hole density distinguishes the cases: $p\simeq C$ at high doping if holes balance the acceptors, and $p\simeq C/(1+\delta)$ if singly charged donors contribute. These relations hold at the temperature of equilibration. After cooling at fixed dopant content, incomplete ionisation alone lowers $p$: in the donor-free example at $a=10^{-2}$, the hole density at 300 K is about half of the ion density at 1000 K. The complete set of computed values is given in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
T = 1000 K, kT = 0.086173 eV, gap = 1.5 eV
hole, electron mass = 1.0, 0.5 m_e
site density = 4.00e+22 cm^-3, g = 4
E0 = 0.8 eV, acceptor level = 0.05 eV
N_v = 1.5272e+20 cm^-3, N_c = 5.3994e+19 cm^-3
n_i = 1.5076e+16 cm^-3
intrinsic Fermi level = 0.79480 eV
alpha / a = 1.39820e+06
crossover activity = 7.1520e-07
C at crossover, closed = 1.0660e+16 cm^-3
C at crossover, reference = 1.0660e+16 cm^-3
exponent at crossover = 0.7500
Densities in cm^-3; s = reference local exponent of C
a       alpha      C closed   C ref      C neutral  s
1e-09  1.398e-03  2.106e+13  2.107e+13  1.487e+10  0.9993
1e-08  1.398e-02  2.093e+14  2.093e+14  1.487e+11  0.9931
1e-07  1.398e-01  1.974e+15  1.974e+15  1.487e+12  0.9387
1e-06  1.398e+00  1.361e+16  1.361e+16  1.487e+13  0.7085
1e-05  1.398e+01  5.446e+16  5.446e+16  1.487e+14  0.5333
1e-04  1.398e+02  1.776e+17  1.776e+17  1.487e+15  0.5034
1e-03  1.398e+03  5.635e+17  5.632e+17  1.487e+16  0.5000
1e-02  1.398e+04  1.783e+18  1.779e+18  1.487e+17  0.4990
1e-01  1.398e+05  5.637e+18  5.600e+18  1.487e+18  0.4967
1e+00  1.398e+06  1.783e+19  1.746e+19  1.486e+19  0.4898
a=1e-3, C at intrinsic level = 2.1068e+19 cm^-3
a=1e-3, reduction: ref 0.02673, law 0.02673
C(gap 1.4 eV)/C(gap 1.5 eV), a=1e-9: 0.5601
C(gap 1.4 eV)/C(gap 1.5 eV), a=1e-2: 0.99992
a=1, C ref/closed - 1 = -0.02038
a=1, first-order prediction = -0.02104
a=1, total dopant density = 3.2321e+19 cm^-3
a=1, exponent of total dopant = 0.7241
a=1, exponent of neutral dopant = 0.9994
Frozen donors = 1.00e+18 cm^-3, d = 66.33
a       C closed   C ref (cm^-3)  exponent
1e-09  1.397e+15  1.406e+15      0.9986
1e-07  1.227e+17  1.233e+17      0.8761
1e-05  9.364e+17  9.364e+17      0.0698
1e-04  1.024e+18  1.024e+18      0.0361
1e-03  1.253e+18  1.253e+18      0.1687
1e-02  2.351e+18  2.349e+18      0.3641
1e-01  6.159e+18  6.126e+18      0.4526
Finite neutral system, intrinsic pair parameter = 50
alpha= 0.1: mean ions 4.7445, bulk law 4.7673
alpha= 3.0: mean ions 74.8123, bulk law 75.0000
alpha=30.0: mean ions 269.1659, bulk law 269.4080
High-doping exponents at alpha = 1e12
z=1, m=1, delta=2.0: exponent 0.50000
z=2, m=1, delta=0.0: exponent 0.33333
z=1, m=2, delta=0.1: exponent 0.66663
\end{verbatim}
